\section*{Galitskii–Migdal energy in DMFT: double occupancy and Bethe-lattice kinetic energy}

\section{Definitions and conventions}

The single-band Hubbard model is
\begin{equation}
H=\sum_{ij\sigma}t_{ij}c^\dagger_{i\sigma}c_{j\sigma}+U\sum_i \hat n_{i\uparrow}\hat n_{i\downarrow},\qquad \mathcal H=H-\mu N,
\end{equation}
with $t_{ii}=0$ and real $t_{ij}=t_{ji}$. Set $\hbar=k_B=1$ and $\beta=1/T$. Write $n_\sigma=\langle\hat n_{i\sigma}\rangle$, $\bar\sigma=-\sigma$, and $d=\langle\hat n_{i\uparrow}\hat n_{i\downarrow}\rangle$ for the double occupancy. With $c(\tau)=e^{\mathcal H\tau}c\,e^{-\mathcal H\tau}$,
\begin{equation}
G_{ij\sigma}(\tau)=-\langle T_\tau c_{i\sigma}(\tau)c^\dagger_{j\sigma}(0)\rangle
=T\sum_n e^{-i\omega_n\tau}G_{ij\sigma}(i\omega_n),
\end{equation}
where $\omega_n=(2n+1)\pi T$. All sums over $n$ run over all integers, $n=0,\pm1,\pm2,\dots$, so every positive frequency $\omega_n$ is accompanied by $\omega_{-n-1}=-\omega_n$. Time ordering gives a minus sign when $c^\dagger$ moves to the left, so
\begin{equation}
\langle c^\dagger_{j\sigma}c_{i\sigma}\rangle=G_{ij\sigma}(0^-)=T\sum_n e^{i\omega_n0^+}G_{ij\sigma}(i\omega_n).
\label{eq:equal}
\end{equation}

In DMFT the self-energy is site-diagonal, $\Sigma_{ij\sigma}=\delta_{ij}\Sigma_\sigma$. This holds for the lattice in the limit of infinite coordination and is an approximation otherwise. A symbol $G_\sigma$ without site indices is the local function $G_{ii\sigma}$. The energy per site is $E=\langle H\rangle/N_{\rm sites}=K+Ud$, with $K$ the kinetic energy of both spins; the term $-\mu N$ is not included.

\section{Interaction energy from the equation of motion}

Since $[c_{i\sigma},\hat n_{i\sigma}]=c_{i\sigma}$,
\begin{equation}
[c_{i\sigma},\mathcal H]=\sum_l t_{il}c_{l\sigma}-\mu c_{i\sigma}+U\hat n_{i\bar\sigma}c_{i\sigma}.
\end{equation}
Use $\partial_\tau c=-[c,\mathcal H]$. Differentiating the time ordering adds $-\delta(\tau)\delta_{ij}$ to $\partial_\tau G_{ij\sigma}$. Therefore
\begin{equation}
-\partial_\tau G_{ij\sigma}=\delta(\tau)\delta_{ij}+\sum_l t_{il}G_{lj\sigma}-\mu G_{ij\sigma}+F_{ij\sigma},
\end{equation}
\begin{equation}
F_{ij\sigma}(\tau)=-U\langle T_\tau \hat n_{i\bar\sigma}(\tau)c_{i\sigma}(\tau)c^\dagger_{j\sigma}(0)\rangle .
\end{equation}
Fourier transformation replaces $-\partial_\tau$ by $i\omega_n$; the boundary terms cancel because $G$ and $e^{i\omega_n\tau}$ are both antiperiodic. The result and Dyson's equation are
\begin{align}
(i\omega_n+\mu)G_{ij\sigma}-\sum_l t_{il}G_{lj\sigma}-F_{ij\sigma}&=\delta_{ij},\\
(i\omega_n+\mu)G_{ij\sigma}-\sum_l t_{il}G_{lj\sigma}-\Sigma_\sigma G_{ij\sigma}&=\delta_{ij}.
\end{align}
Subtraction gives $F_{ii\sigma}=\Sigma_\sigma G_\sigma$. At $\tau=0^-$ the minus sign from reordering cancels the one in the definition of $F$:
\begin{equation}
F_{ii\sigma}(0^-)=U\langle c^\dagger_{i\sigma}\hat n_{i\bar\sigma}c_{i\sigma}\rangle=Ud.
\end{equation}
Hence, for either spin separately,
\begin{equation}
\boxed{Ud=T\sum_n e^{i\omega_n0^+}\Sigma_\sigma(i\omega_n)G_\sigma(i\omega_n).}
\label{eq:ud}
\end{equation}
There is no factor $\frac12$ here. It appears when both spins are summed, since each of them already gives the full $Ud$.

\section{The same identity in the impurity model}

DMFT obtains $\Sigma_\sigma$ from one interacting orbital $c_\sigma$ coupled to bath levels $a_{k\sigma}$:
\begin{equation}
\mathcal H_{\rm imp}=U\hat n_\uparrow\hat n_\downarrow-\mu\sum_\sigma\hat n_\sigma+\sum_{k\sigma}\left[\epsilon_k a^\dagger_{k\sigma}a_{k\sigma}+V_k(c^\dagger_\sigma a_{k\sigma}+a^\dagger_{k\sigma}c_\sigma)\right].
\end{equation}
Let $G_{k\sigma}(\tau)=-\langle T_\tau a_{k\sigma}(\tau)c_\sigma^\dagger(0)\rangle$. Its equation of motion is $(i\omega_n-\epsilon_k)G_{k\sigma}=V_kG_\sigma$. Thus
\begin{equation}
\sum_kV_kG_{k\sigma}=\Delta G_\sigma,\qquad \Delta(i\omega_n)=\sum_k\frac{V_k^2}{i\omega_n-\epsilon_k}.
\label{eq:hyb}
\end{equation}
The impurity equation is $(i\omega_n+\mu-\Delta)G_\sigma-F_\sigma=1$. With $G_\sigma^{-1}=i\omega_n+\mu-\Delta-\Sigma_\sigma$ it again gives $F_\sigma=\Sigma_\sigma G_\sigma$. The lattice and impurity therefore have the same $d$ when they share $\Sigma_\sigma$ and $G_\sigma$. An approximate solver need not obey this identity: its measured $d$ and its $\Sigma G$ sum can differ.

\section{Hartree term, convergence factor and tail}

The large-frequency form of $\Sigma$ decides how the sum must be evaluated. Let $A=[c_\sigma,\mathcal H_{\rm imp}]=(U\hat n_{\bar\sigma}-\mu)c_\sigma+\sum_kV_ka_{k\sigma}$. Integrating the Fourier integral of $G$ by parts picks up the jumps of $G$ and its derivatives at $\tau=0$:
\begin{equation}
G_\sigma=\frac1{i\omega_n}+\frac{M_1}{(i\omega_n)^2}+\frac{M_2}{(i\omega_n)^3}+\cdots,
\end{equation}
where
\begin{align}
M_1&=\langle\{A,c^\dagger_\sigma\}\rangle=Un_{\bar\sigma}-\mu,\\
M_2&=\langle\{[A,\mathcal H_{\rm imp}],c^\dagger_\sigma\}\rangle=\langle\{A,A^\dagger\}\rangle
=\langle(U\hat n_{\bar\sigma}-\mu)^2\rangle+\sum_kV_k^2.
\end{align}
The second form of $M_2$ follows because the thermal average of a commutator with $\mathcal H_{\rm imp}$ vanishes. Inverting the series,
\begin{equation}
G_\sigma^{-1}=i\omega_n-M_1-\frac{M_2-M_1^2}{i\omega_n}+\cdots .
\end{equation}
Insert this and $\Delta=\sum_kV_k^2/(i\omega_n)+\cdots$ into $\Sigma_\sigma=i\omega_n+\mu-\Delta-G_\sigma^{-1}$. The $V_k^2$ terms cancel. Since $\hat n_{\bar\sigma}^2=\hat n_{\bar\sigma}$,
\begin{equation}
\Sigma_\sigma=Un_{\bar\sigma}+\frac{U^2n_{\bar\sigma}(1-n_{\bar\sigma})}{i\omega_n}+\cdots .
\end{equation}

The constant is the Hartree term. Its product with $G\sim1/(i\omega_n)$ is not absolutely summable, so it is treated with Eq.~\eqref{eq:equal}:
\begin{equation}
Ud=Un_\uparrow n_\downarrow+T\sum_n\left[\Sigma_\sigma-Un_{\bar\sigma}\right]G_\sigma .
\label{eq:split}
\end{equation}
The remaining summand behaves as $-U^2n_{\bar\sigma}(1-n_{\bar\sigma})/\omega_n^2$ and needs no convergence factor. Its tail is summed with
\begin{equation}
T\sum_n\frac1{\omega_n^2}=\frac{2}{\pi^2T}\sum_{m=0}^\infty\frac1{(2m+1)^2}=\frac{2}{\pi^2T}\,\frac{\pi^2}{8}=\frac1{4T}.
\end{equation}

If the factor is omitted and the frequencies are cut symmetrically, the Fourier sum for $G$ gives the mean of its values on the two sides of the jump,
\begin{equation}
\tfrac12[G_\sigma(0^+)+G_\sigma(0^-)]=\tfrac12[-(1-n_\sigma)+n_\sigma]=n_\sigma-\tfrac12 .
\end{equation}
The $\Sigma G$ sum then equals $Ud-Un_{\bar\sigma}/2$. At paramagnetic half filling this is $U(d-\frac14)$.

\section{Kinetic energy}

Take the homogeneous paramagnetic phase, so that $\Sigma$ is the same for every site and spin, and let $\zeta_n=i\omega_n+\mu-\Sigma(i\omega_n)$. As a matrix in the site indices, $\mathbf G=(\zeta_n-\mathbf t)^{-1}$. By Eq.~\eqref{eq:equal},
\begin{equation}
K=\sum_{j\sigma}t_{ij}\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle
=2T\sum_ne^{i\omega_n0^+}(\mathbf t\mathbf G)_{ii}.
\end{equation}
From $(\zeta_n-\mathbf t)\mathbf G=1$ follows $(\mathbf t\mathbf G)_{ii}=\zeta_nG-1$. In terms of the normalized local density of states $D(\varepsilon)$ of the matrix $\mathbf t$, the same step reads
\begin{equation}
\int d\varepsilon\,\frac{D(\varepsilon)\,\varepsilon}{\zeta_n-\varepsilon}
=\int d\varepsilon\,D(\varepsilon)\left[\frac{\zeta_n}{\zeta_n-\varepsilon}-1\right]=\zeta_nG-1.
\label{eq:moment}
\end{equation}

Now specialize to the Bethe lattice, a tree without loops, with $z$ neighbours per site and hopping of magnitude $t/\sqrt z$. Removing site $i$ separates its neighbours from each other. Eliminating them from the matrix equation gives
\begin{equation}
G=\frac1{\zeta_n-z(t^2/z)G_c},\qquad G_c=\frac1{\zeta_n-(z-1)(t^2/z)G_c},
\end{equation}
where $G_c$ belongs to a neighbour in the lattice without site $i$. For $z\to\infty$ the two equations coincide, so $G_c=G$ and
\begin{equation}
\Delta=t^2G,\qquad \frac1G=\zeta_n-t^2G .
\label{eq:bethe}
\end{equation}
Multiplication by $G$ gives $\zeta_nG-1=t^2G^2$, and therefore
\begin{equation}
\boxed{K=2t^2T\sum_nG(i\omega_n)^2.}
\label{eq:k}
\end{equation}
The factor 2 is the spin sum. The summand decays as $-t^2/\omega_n^2$, so the convergence factor can be dropped. Solving Eq.~\eqref{eq:bethe} with the root that decays at large $\zeta$ yields $G=(\zeta-\sqrt{\zeta^2-4t^2})/(2t^2)$, which corresponds to $D(\varepsilon)=\sqrt{4t^2-\varepsilon^2}/(2\pi t^2)$ for $|\varepsilon|<2t$.

Equation~\eqref{eq:k} fails for sublattice order. The neighbours of an $A$ site are then $B$ sites, $G_{A\sigma}^{-1}=\zeta_{A\sigma}-t^2G_{B\sigma}$, and $G^2$ is replaced by $G_{A\sigma}G_{B\sigma}$ with an explicit spin sum.

The impurity gives a second reading of $K$. By Eq.~\eqref{eq:hyb}, $\sum_kV_k\langle c^\dagger_\sigma a_{k\sigma}\rangle=T\sum_n\Delta G$. The Hermitian conjugate doubles this, so the hybridization energy per spin is $2T\sum_n\Delta G$. With $\Delta=t^2G$, the lattice kinetic energy per spin is half of it: a lattice bond is shared by two sites, whereas the impurity Hamiltonian counts its whole coupling.

\section{Total energy and two limits}

Writing $Ud$ as half the spin sum of Eq.~\eqref{eq:ud} and adding the kinetic energy gives the Galitskii--Migdal form
\begin{equation}
E=\sum_\sigma T\sum_ne^{i\omega_n0^+}\int d\varepsilon\,D(\varepsilon)\,\frac{\varepsilon+\frac12\Sigma_\sigma(i\omega_n)}{i\omega_n+\mu-\Sigma_\sigma(i\omega_n)-\varepsilon}.
\end{equation}

For $U=0$, each level contributes $T\sum_ne^{i\omega_n0^+}/(i\omega_n+\mu-\varepsilon)=f(\varepsilon-\mu)$, with $f$ the Fermi function. Thus $K=2\int d\varepsilon\,D(\varepsilon)\varepsilon f(\varepsilon-\mu)$.

For $t=0$ at half filling, $\mu=U/2$, the atom has
\begin{equation}
G=\frac12\left[\frac1{i\omega_n+U/2}+\frac1{i\omega_n-U/2}\right],\qquad
\Sigma-\frac U2=i\omega_n-\frac1G=\frac{U^2}{4i\omega_n}.
\end{equation}
The product $(\Sigma-U/2)G$ is $-(U^2/4)/(\omega_n^2+U^2/4)$. With $T\sum_n(\omega_n^2+a^2)^{-1}=\tanh(a/2T)/(2a)$ and $a=U/2$, Eq.~\eqref{eq:split} becomes
\begin{equation}
Ud=\frac U4\left[1-\tanh\frac{U}{4T}\right].
\end{equation}
For $U>0$, $d$ vanishes as $T\to0$ and tends to $\frac14$ for $T\gg U$, as it must for an isolated atom.

\section{A thermodynamic check at weak coupling}

At half filling, $\mu=U/2$, the interaction and chemical-potential terms combine into $U\sum_i\delta\hat n_{i\uparrow}\delta\hat n_{i\downarrow}$ plus a constant, where $\delta\hat n=\hat n-\frac12$. Without that constant, let $\Omega$ be the grand potential per site. Its first-order term vanishes. For free electrons, Wick's theorem gives the density correlation of one spin on one site as $-G_0(\tau)G_0(-\tau)=G_0(\tau)^2$; the last step uses antiperiodicity and the particle--hole symmetry $G_0(\beta-\tau)=G_0(\tau)$. Two spins give the fourth power:
\begin{equation}
\Omega=\Omega_0+U^2\Phi+\cdots,\qquad \Phi(T)=-\frac12\int_0^\beta d\tau\,G_0(\tau)^4 .
\end{equation}
Sites at distance $r$ number about $z^r$ and contribute $G_{0,ij}^4\sim z^{-2r}$ each, so they drop out for $z\to\infty$. To order $U^2$,
\begin{align}
U(d-\tfrac14)&=U\,\partial_U\Omega=2U^2\Phi,\\
K+U(d-\tfrac14)&=\Omega-T\,\partial_T\Omega=K_0+U^2(\Phi-T\Phi'),\\
K-K_0&=-U^2(\Phi+T\Phi').
\end{align}

The Matsubara sums need the self-energy to the same order. Expand $F$, with $\hat n_{\bar\sigma}$ replaced by $\delta\hat n_{\bar\sigma}$, to first order in the interaction. The sign $-U$ in $F$ and the sign of the expansion combine to $+U^2$:
\begin{equation}
F(\tau)=U^2\int_0^\beta d\tau_1\left[-G_0(\tau-\tau_1)G_0(\tau_1-\tau)\right]G_0(\tau-\tau_1)G_0(\tau_1).
\end{equation}
This is the convolution of $G_0$ with $\Sigma(\tau)-\frac U2\delta(\tau)=-U^2G_0(\tau)^2G_0(-\tau)=U^2G_0(\tau)^3$ for $0<\tau<\beta$.

At $T=0.3t$ the time integral gives $\Phi=-0.02586/t$. The $\Sigma G$ sum and $2\Phi$ both give $U(d-\frac14)/U^2=-0.05172/t$. The $G^2$ sum and the temperature derivative both give $(K-K_0)/U^2=0.03161/t$. The two energy formulas are thus checked separately, including their prefactors. At this order and temperature, correlations lower the interaction energy and raise the kinetic energy.

\section{Worked example}

Take the half-filled paramagnetic Bethe lattice with $U=3t$, $T=0.2t$ and $\mu=1.5t$; energies are in units of $t$. The impurity has four bath levels and is diagonalized exactly. At the fitted frequencies $|\Delta-t^2G|$ is at most $0.0004t$.

At half filling $G$ and $\Sigma-U/2$ are imaginary on the Matsubara axis. At $\omega_0=0.6283t$,
\begin{equation}
(\Sigma-U/2)G=(-0.6244i)(-0.5536i)=-0.3457,\qquad t^2G^2=-0.3065 .
\end{equation}
The frequencies $\pm\omega_0$ together add $2T(-0.3457)=-0.138t$ to the correlation sum and $4T(-0.3065)=-0.245t$ to $K$. The complete sums, with 800 positive frequencies and the analytic tail, give
\begin{align}
Ud&=0.7500t-0.4419t=0.3081t,\qquad d=0.1027,\\
K&=-0.5438t,\\
E&=-0.5438t+0.3081t=-0.2357t.
\end{align}
The thermal average in the impurity gives the same $Ud$ to the printed six decimals. Without the convergence factor the $\Sigma G$ sum is $-0.4419t$, which cannot be $Ud$ because $d\ge0$; it is $U(d-\frac14)$.

The tail matters. With 50 positive frequencies and no tail, $K=-0.5337t$; adding the tail gives $-0.5438t$. The omitted part follows from replacing the sum by an integral above $\Omega_c=2\pi T\times50=62.8t$:
\begin{equation}
-2t^2\,\frac{1}{\pi\Omega_c}=-0.0101t .
\end{equation}

Half the measured hybridization energy, summed over spin, is $-0.5440t$. It differs from $K$ by $0.0002t$, about $0.03\%$ of $|K|$. The difference is $2T\sum_n(\Delta-t^2G)G$, so it measures the imperfect Bethe self-consistency of the finite bath. It is not a bound on the total bath error. The last printed digit of $K$, $Ud$ and $E$ belongs to this four-level bath and is not established for the fully self-consistent lattice.

At the same temperature the free system has $K_0=-0.8085t$. Its state, evaluated with the interaction, has energy $K_0+U/4=-0.0585t$. Relative to it, correlations cost $K-K_0=0.2646t$ of kinetic energy and gain $0.4419t$ of interaction energy. The net change is $-0.1773t$: avoiding double occupancy outweighs the loss of hopping energy at these parameters.

The numerical check also covers a strongly spin-polarized impurity without particle--hole symmetry, where Eq.~\eqref{eq:ud} and the hybridization identity hold for each spin to better than $10^{-9}t$.

\section*{Table of computed values}
\begin{verbatim}
TESTS (energies in t)
polarized impurity: largest error of U d          3.8e-10 t
polarized impurity: largest error of hyb. energy  2.8e-10 t
free band, mu=0.4 t, T=0.2 t: K from G^2 sum -0.7608384 t
free band: K from Fermi integral          -0.7608384 t
second order, T=0.3 t: Phi                -0.0258615 1/t
U(d-1/4)/U^2 from Sigma G sum             -0.0517230 1/t
U(d-1/4)/U^2 from 2 Phi                   -0.0517230 1/t
(K-K0)/U^2 from G^2 sum                   0.0316081 1/t
(K-K0)/U^2 from -(Phi+T dPhi/dT)          0.0316081 1/t
WORKED EXAMPLE, half filling
t = 1.0 (energy unit), U = 3.0 t, T = 0.2 t, mu = 1.5 t
DMFT iterations 6, last change of Delta 7.5e-08 t
bath energies +/- 0.47315 t and +/- 2.40330 t
bath couplings 0.49720 t and 0.50279 t
largest |Delta - t^2 G| at fitted frequencies 0.00037 t
n, w_n [t], Im G [1/t], Im Sigma [t], (Sigma-U/2)G [1], G^2 [1/t^2]
0 0.62832 -0.55361 -0.62438 -0.34567 -0.30649
1 1.88496 -0.34889 -0.63237 -0.22063 -0.12172
2 3.14159 -0.25560 -0.51530 -0.13171 -0.06533
positive frequencies used in final sums   800
Hartree part U n_up n_dn                  0.750000 t
correlation sum T sum (Sigma-U/2)G        -0.441910 t
U d from Matsubara sum                    0.308090 t
U d from exact thermal average            0.308090 t
double occupancy d                        0.102697
Sigma G sum without convergence factor    -0.441910 t
50 positive freq., correlation sum, no tail -0.430520 t
50 positive freq., correlation sum, tail    -0.441918 t
50 positive freq., K, no tail               -0.533712 t
50 positive freq., K, tail                  -0.543844 t
K = 2 t^2 T sum G^2, impurity G           -0.543838 t
K from half the hybridization energy      -0.544002 t
K = 2 t^2 T sum G^2, lattice G            -0.543843 t
K from band quadrature, lattice G         -0.543843 t
total energy E = K + U d, impurity G      -0.235748 t
free kinetic energy K0 at same T          -0.808486 t
uncorrelated energy K0 + U/4              -0.058486 t
kinetic cost K - K0                       0.264648 t
interaction gain U(d - 1/4)               -0.441910 t
\end{verbatim}
